# Basis size, correlation error and the cost of CCSD

## Problem

The correlation-consistent basis cc-pVXZ of an atom from boron to neon contains \(X+1-l\) contracted shells of angular momentum \(l\), for each \(l=0,1,\dots,X\). A shell of angular momentum \(l\) has \(2l+1\) spherical functions.

(a) How many functions \(N\) does the set have?

(b) Estimate how the basis-set error of the correlation energy falls with \(N\) when \(N\) is large.

(c) A fixed molecule made of such atoms is treated by CCSD. By what factor does the computing time grow when this error is halved?

(d) How well do the answers to (b) and (c) describe the sets with \(X=3\), 4 and 5? Use the neon atom as the example.

**Conventions.** Equations are in atomic units. Energies are given in millihartree (mEh). The correlation energy is the CCSD energy minus the Hartree–Fock energy in the same basis, with the 1s core of each atom kept frozen. Its basis-set error is measured against the limit of CCSD itself in a complete basis. Core correlation, relativity and the excitations that CCSD leaves out are not part of this error. CCSD is taken in its canonical form, without local or other approximations.

## Solution

### (a) Counting the functions

Adding up the shells gives

\[
N=\sum_{l=0}^{X}(2l+1)(X+1-l).
\]

The sum is easier after a regrouping. Sort the shells into layers \(n=1,2,\dots,X+1\), and let layer \(n\) hold one shell of each \(l=0,\dots,n-1\). A given \(l\) then occurs in the layers \(n=l+1,\dots,X+1\), which is \(X+1-l\) times, as required. Layer \(n\) holds

\[
\sum_{l=0}^{n-1}(2l+1)=2\,\frac{n(n-1)}{2}+n=n^2
\]

functions, as many as there are hydrogen orbitals with principal quantum number \(n\). With \(M=X+1\), the total is \(N=S\), where \(S=\sum_{n=1}^{M}n^2\).

To find \(S\), sum the identity \((n+1)^3-n^3=3n^2+3n+1\) from \(n=1\) to \(M\). On the left, all terms cancel except the last and the first:

\[
(M+1)^3-1=3S+\frac{3M(M+1)}{2}+M .
\]

Solve for \(3S\) and take out the factor \(M+1\):

\[
3S=(M+1)\left[(M+1)^2-1-\frac{3M}{2}\right]
=(M+1)\left[M^2+\frac{M}{2}\right]=M(M+1)\left(M+\tfrac12\right).
\]

Dividing by 3 and putting \(M=X+1\) back gives

\[
N=\frac{(X+1)(X+2)(2X+3)}{6}.
\]

This is 14, 30, 55 and 91 for \(X=2,3,4,5\). For large \(X\), \(N\to X^3/3\).

### (b) How the error falls with \(N\)

**A model that can be solved.** The estimate assumes that the slow part of the convergence comes from two electrons of opposite spin at close range; pairs of equal spin, whose wavefunction vanishes at contact, are not treated. Put such a pair in a periodic cube of volume \(\Omega\), with a uniform background that neutralises the charge. The background removes the \(\mathbf k=0\) term of the repulsion, so that

\[
v(\mathbf r_1-\mathbf r_2)=\frac1\Omega\sum_{\mathbf k\neq0}\frac{4\pi}{k^2}\,e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)} .
\]

In the starting state both electrons occupy the constant orbital \(\Omega^{-1/2}\). Its kinetic energy is zero. Its mean repulsion is also zero, because the \(\mathbf k=0\) term is absent. The whole energy of the pair is therefore correlation energy.

The repulsion conserves total momentum, so it sends the pair into states in which one electron has \(\mathbf k\) and the other \(-\mathbf k\). The matrix element is \(4\pi/(\Omega k^2)\). The excited state lies higher by \(k^2/2+k^2/2=k^2\). Second-order perturbation theory gives

\[
E^{(2)}=-\sum_{\mathbf k\neq0}\frac{\left(4\pi/\Omega k^2\right)^2}{k^2}
=-\frac{16\pi^2}{\Omega^2}\sum_{\mathbf k\ne0}\frac1{k^6}.
\]

**The missing part.** Take as basis all plane waves with \(k\le k_c\). Allowed wave vectors have density \(\Omega/(2\pi)^3\) in \(\mathbf k\)-space, so the basis has

\[
N=\frac{\Omega}{8\pi^3}\cdot\frac{4\pi k_c^3}{3}=\frac{\Omega k_c^3}{6\pi^2}
\]

functions. The terms with \(k>k_c\) are lost. For large \(k_c\) their sum becomes an integral, and the size of the lost energy is

\[
\Delta E=\frac{16\pi^2}{\Omega^2}\cdot\frac{\Omega}{8\pi^3}\int_{k_c}^{\infty}\frac{4\pi k^2\,dk}{k^6}
=\frac{8}{\Omega}\int_{k_c}^{\infty}\frac{dk}{k^4}=\frac{8}{3\,\Omega k_c^3}.
\]

Now insert \(\Omega k_c^3=6\pi^2N\). The volume cancels:

\[
\Delta E=\frac{4}{9\pi^2N}\ \text{hartree}=\frac{45.0}{N}\ \text{mEh}.
\]

The explicit sum over lattice vectors agrees. For \(N=257\) it gives a missing energy of 0.1736 mEh, so \(N\Delta E=44.6\) mEh. For \(N=7153\) the product is 45.0 mEh.

**Why the decay is so slow.** To first order, the state with momentum \(\mathbf k\) enters with amplitude \(-4\pi/(\Omega k^4)\). This is the Fourier coefficient of a kink. Since \(\nabla^2 r=2/r\), and \(1/r\) has the transform \(4\pi/k^2\), the transform of \(r\) is \(-8\pi/k^4\), and that of \(r/2\) is \(-4\pi/k^4\). Near contact the pair function thus contains the factor \(1+r_{12}/2\), with a kink at \(r_{12}=0\). Smooth orbital products have to build up this kink from ever shorter waves.

**Beyond second order.** For two electrons, single and double excitations exhaust all possible states in a given basis, so CCSD equals full diagonalization. Write the pair function as \(\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}/\Omega\), with \(\sum|c_{\mathbf k}|^2=1\). The Schrödinger equation becomes

\[
(E-k^2)\,c_{\mathbf k}=\frac{4\pi}{\Omega}\sum_{\mathbf k'\neq\mathbf k}\frac{c_{\mathbf k'}}{|\mathbf k-\mathbf k'|^2}.
\]

When \(k\) is large, the main contributions come from small \(k'\), and \(|\mathbf k-\mathbf k'|^2\approx k^2\). Also \(k^2\gg|E|\). To leading order,

\[
c_{\mathbf k}\approx-\frac{4\pi}{\Omega k^4}\,g,\qquad g=\sum_{\mathbf k'}c_{\mathbf k'} .
\]

Here \(g\) is the amplitude for finding the electrons at the same point, relative to its value without repulsion. The coupling to the lost states is multiplied by \(g\), and their energy by \(g^2\). The power \(1/N\) is unchanged, while the coefficient drops because repulsion makes \(g<1\).

Diagonalization in a cube of side 1 bohr shows this behaviour. The correlation energies are −20.3404, −20.4391 and −20.4605 mEh for \(N=257\), 925 and 2109. If \(E=E_\infty+s/N\), the first two give

\[
s=\frac{20.4391-20.3404}{1/257-1/925}\approx35.1\ \text{mEh},
\]

and the last two give 35.2 mEh. The slope is nearly steady, at about 0.78 of the second-order value. It drifts down slowly with larger cutoffs, to 34.8 mEh between \(N=17077\) and 33401, because \(g\) in a truncated basis converges only as \(1/k_c\). The value of \(g^2\) is 0.81 for \(N=257\) and extrapolates to about 0.77, which corresponds to a limiting slope near 34.6 mEh.

**From the box to the atom.** In an atom, \(N\) functions share the region occupied by the valence electrons. If they share it evenly, each serves a volume proportional to \(1/N\). The shortest length resolved is then proportional to \(N^{-1/3}\), and the largest wave number to \(N^{1/3}\). The missing energy, proportional to \(k_c^{-3}\), again falls as

\[
\Delta E\propto\frac1N\to\frac{3}{X^3}\times\text{constant}\qquad(N\ \text{large}).
\]

This step is an estimate, not a proof. The density of an atom is not uniform, so the coefficient 45.0 mEh cannot be carried over. The set must also be balanced, which means that its radial and angular resolution improve together. A set enlarged by s functions alone would fail, because it could not describe how the electrons avoid each other in angle. The estimate assumes that the growth of cc-pVXZ by complete layers provides this balance. How large \(X\) must be before an atom follows the \(1/N\) law is not settled by the argument.

The law also fails if the factor \(r_{12}\) is put into the wavefunction explicitly. The kink is then supplied from outside, and the \(k^{-4}\) tail that produced the \(1/N\) term no longer has to come from the orbital basis.

### (c) The cost of halving the error

Let \(o\) be the number of correlated occupied orbitals and \(v\) the number of virtual ones. For large \(v\), the costliest term in the CCSD equations is

\[
\sum_{cd}\langle ab|cd\rangle\,t_{ij}^{cd}.
\]

It must be found for every \(i,j,a,b\), and each case needs a sum over \(c,d\). Two indices run over occupied orbitals and four over virtual ones, so the work is proportional to \(o^2v^4\). Permutation symmetry lowers the prefactor but not the powers.

Enlarging the basis of a fixed molecule leaves \(o\) unchanged and adds virtual orbitals. Halving an error proportional to \(1/N\) requires twice as many functions. When \(N\) is much larger than the number of occupied orbitals, \(v\) doubles too. If the number of iterations stays the same,

\[
\frac{\text{new time}}{\text{old time}}=\left(\frac{2v}{v}\right)^4=16 .
\]

A timed matrix product of this shape, with \(o=8\) and \(v\) raised from 32 to 64, took 14.7 times longer. Such a timing depends on the machine and its load.

Other CCSD terms, such as \(\sum_{kc}\langle kb|cj\rangle t_{ik}^{ac}\), have three indices of each kind. They cost \(o^3v^3\) and grow by a factor of 8. Where they take a large share of the time, the overall factor is below 16.

The factor 16 also assumes that the integrals \(\langle ab|cd\rangle\) are not built by a full transformation from the basis functions. Transforming one index needs a sum over \(N\) functions for each of about \(N^4\) results, so that step costs \(N^5\). It is done only once, but it grows by a factor of 32 and, at fixed \(o\), would eventually dominate. It can be avoided by transforming the amplitudes \(t_{ij}^{cd}\) to the basis functions and contracting them with the untransformed integrals, which costs \(o^2N^4\) and again grows by 16. This counts the contraction only. The work of evaluating one integral rises with angular momentum, so along the cc-pVXZ series the evaluation of the integrals grows faster than \(N^4\).

### (d) Sets of practical size

**What the counting formula implies.** For large \(X\), "error proportional to \(1/N\)" and "error proportional to \(X^{-3}\)" are the same statement. For small \(X\) they differ, because

\[
N=\tfrac13(X+1)\left(X+\tfrac32\right)(X+2)
\]

is well above \(X^3/3\). Suppose that the \(X^{-3}\) form already holds. Differentiating \(\ln N\) gives

\[
\frac{d\ln N}{d\ln X}=\frac{X}{X+1}+\frac{X}{X+\frac32}+\frac{X}{X+2}\approx\frac{3X}{X+\frac32}.
\]

The error then falls locally as \(N^{-p}\), with

\[
p=\frac{3}{d\ln N/d\ln X}\approx\frac{X+\frac32}{X}.
\]

This is about 1.5 at \(X=3\) and 1.3 at \(X=5\), and it tends to 1.

To halve such an error, \(X\) must rise to \(X'=2^{1/3}X\). Sets exist only for whole \(X\), so \(X'\) is an interpolation. For \(X=3\), \(X'=3.780\) and

\[
N'=\frac{4.780\times5.780\times10.560}{6}=48.6,\qquad
\left(\frac{48.6}{30}\right)^4\approx6.9 .
\]

Other cases follow in the same way, with the cost taken as \(N^4\):

| \(X\) | \(N'/N\) | cost factor |
|---:|---:|---:|
| 3 | 1.62 | 6.9 |
| 4 | 1.69 | 8.1 |
| 5 | 1.73 | 9.0 |
| 10 | 1.84 | 11.6 |
| 100 | 1.98 | 15.4 |

The approach to 16 is slow. Multiplying out the brackets gives \(N\approx\frac{X^3}{3}\left(1+\frac{9}{2X}\right)\) for large \(X\), hence

\[
\frac{N'}{N}\approx2\left[1-\frac{9}{2X}\left(1-2^{-1/3}\right)\right]\approx2\left(1-\frac{0.93}{X}\right),
\]

and the fourth power is about \(16(1-3.7/X)\). The correction dies out only as \(1/X\).

**The neon atom.** Neon has one frozen core orbital and \(o=4\), so \(v=N-5\). Frozen-core CCSD gives the correlation energies below. The complete-basis limit is not known here and has to be extrapolated. Assuming \(E_X=E_\infty+BX^{-3}\) for \(X=4\) and 5, eliminate \(B\) by multiplying each equation by its \(X^3\) and subtracting:

\[
E_\infty=\frac{125E_5-64E_4}{125-64}
=\frac{125(-305.49)+64(294.68)}{61}\approx-316.8\ \text{mEh}.
\]

| \(X\) | \(N\) | \(v\) | \(E_{\rm corr}\) (mEh) | error (mEh) |
|---:|---:|---:|---:|---:|
| 3 | 30 | 25 | −266.35 | 50.5 |
| 4 | 55 | 50 | −294.68 | 22.2 |
| 5 | 91 | 86 | −305.49 | 11.3 |

The errors are relative to this extrapolated limit. The one for \(X=5\) corresponds to about 30 kJ/mol. The same formula applied to \(X=3\) and 4 gives a limit of −315.4 mEh, about 1.5 mEh higher; this difference is not a bound on the uncertainty in the limit. About a third of the energy (−102 mEh at \(X=4\)) comes from triplet pairs, whose wavefunction vanishes at contact and whose error is expected to fall as \(X^{-5}\). Extrapolating the singlet part as \(X^{-3}\) and the triplet part as \(X^{-5}\) moves the limit from \(X=3\) and 4 up by 2.6 mEh, to −312.8 mEh. The same treatment raises the limit from \(X=4\) and 5 by 0.56 mEh for each mEh of triplet energy gained in that step, which would lower all the errors in the table and the 30 kJ/mol.

The assumed power can be examined without any limit, through the ratio of successive energy gains:

\[
\frac{E_3-E_4}{E_4-E_5}=\frac{28.33}{10.81}=2.62 .
\]

An error proportional to \(1/N\) would give

\[
\frac{1/30-1/55}{1/55-1/91}=2.11,
\]

and one proportional to \(X^{-3}\) would give

\[
\frac{1/27-1/64}{1/64-1/125}=2.81 .
\]

Neon lies between the two, nearer to \(X^{-3}\). A fit of \(E_\infty+BN^{-q}\) to the three energies gives \(q\approx1.39\) and a limit of −316.2 mEh. In this range the error therefore falls faster than \(1/N\). Part of this may come from the triplet pairs, which the model in (b) leaves out and which converge faster. The three energies are compatible with a later approach to \(1/N\), but they do not prove it.

**The price of halving for neon.** Suppose that one step in \(X\) divides the error by \(G\) and multiplies the cost by \(R=(v'/v)^4\). If the cost grows as the error to the power \(-s\), then \(R=G^s\), so \(s=\ln R/\ln G\). Halving the error costs

\[
C=2^s=R^{\ln2/\ln G}.
\]

From \(X=3\) to 4, \(R=(50/25)^4=16\) and \(G=50.48/22.15=2.28\), so \(C=16^{0.693/0.824}\approx10\). From \(X=4\) to 5, \(R=(86/50)^4=8.75\). Here \(G=125/64=1.95\), a value fixed by the way the limit was extrapolated, and \(C\approx9.5\). With the limit from the free fit, the two values of \(C\) are 9.8 and 8.6.

These values exceed the 6.9 and 8.1 that the first table gives for \(X=3\) and 4 mainly because \(v=N-5\) grows faster, in proportion, than \(N\). With \(N\) in place of \(v\), and the \(X^{-3}\) limit, they would be 7.7 and 8.0. All are operation counts for the \(o^2v^4\) term, not measured running times.

For neon with these sets, halving the correlation error thus raises the operation count of the \(o^2v^4\) term by a factor of roughly eight to ten. The \(o^3v^3\) terms and the integral transformation are left out of this count, so the total time can grow by a very different factor. At these small sizes the \(o^2v^4\) term need not be the main part of the time: in one timed run the CCSD iterations took only about three times longer from \(X=3\) to 4, and at \(X=4\) the transformation took about two thirds as long as the iterations. The value depends on the extrapolated limit: with the limit of −315.4 mEh from \(X=3\) and 4, the same formula gives \(C=9.3\) and 7.6. The step from \(X=3\) to 4 does multiply the \(o^2v^4\) count by sixteen, since it happens to double \(v\), but it reduces the error by more than half. The factor of 16 per halving belongs to the limit of large, balanced sets, with the \(o^2v^4\) term as the leading cost.

The counts, the box energies and the neon data come from the numerical check that accompanies this solution.

## Numbers as computed

```
Basis functions per atom, B to Ne (stored sets)
  X=2: N=14, shells s,p,d,...=[3, 2, 1]
  X=3: N=30, shells s,p,d,...=[4, 3, 2, 1]
  X=4: N=55, shells s,p,d,...=[5, 4, 3, 2, 1]
  X=5: N=91, shells s,p,d,...=[6, 5, 4, 3, 2, 1]
Box: predicted error*N = 45.03 mEh
  N=257: missing 0.17358 mEh, error*N 44.61 mEh
  N=2109: missing 0.02134 mEh, error*N 45.00 mEh
  N=7153: missing 0.00629 mEh, error*N 45.01 mEh
Box side 0.01 bohr, N=257: diagonalized -21.3789, second order -21.3899 mEh
Box side 1 bohr, CCSD = full diagonalization
  N=257: E_corr=-20.34039 mEh
  N=925: E_corr=-20.43907 mEh
  N=2109: E_corr=-20.46045 mEh
  slope dE/d(1/N): 35.12, 35.22 mEh
Timed contraction, o=8, v=32 to 64: time ratio 14.7
Model (N'/N)^4 per halved error, if error ~ X^-3
  X=3: N'/N=1.621, cost factor 6.90
  X=4: N'/N=1.685, cost factor 8.06
  X=5: N'/N=1.731, cost factor 8.98
  X=10: N'/N=1.844, cost factor 11.56
  X=100: N'/N=1.982, cost factor 15.42
  X=1000: N'/N=1.998, cost factor 15.94
Ne atom, frozen-core CCSD
  X=3: N=30, o=4, v=25, E_corr=-266.35 mEh
  X=4: N=55, o=4, v=50, E_corr=-294.68 mEh
  X=5: N=91, o=4, v=86, E_corr=-305.49 mEh
  X^-3 limit from X=3,4: -315.36 mEh
  X^-3 limit from X=4,5: -316.83 mEh
  free fit: q=1.387, limit -316.19 mEh
  X^-3 limit (4,5): errors X=3,4,5: 50.48, 22.15, 11.34 mEh
    error*N: 1.514, 1.218, 1.032 Eh; X=5 error 29.8 kJ/mol
    X=3 to 4: error/2.28, cost*16.00, cost per halving 10.3
    X=4 to 5: error/1.95, cost*8.75, cost per halving 9.5
  free-fit limit: errors X=3,4,5: 49.84, 21.50, 10.70 mEh
    error*N: 1.495, 1.183, 0.973 Eh; X=5 error 28.1 kJ/mol
    X=3 to 4: error/2.32, cost*16.00, cost per halving 9.8
    X=4 to 5: error/2.01, cost*8.75, cost per halving 8.6
```
